# Deep levels and band edges in hydrogen-terminated clusters

**Q:** I calculate a defect in hydrogen-terminated clusters of increasing size, with the potential in the cluster interior aligned to that of the bulk. The defect level soon stops moving, yet its distance from the cluster's band edges keeps changing. Why do the two behave so differently?

**A:** The level belongs to a state that has died away before it reaches the surface. A band-edge state fills the cluster and pays kinetic energy for being confined. A chain that can be solved by hand makes this quantitative.

Each atom $j$ has a left and a right hybrid with amplitudes $L_j$ and $R_j$. The hybrids of one atom are coupled by $-w$, the two hybrids of a bond by $-v$, with $v>w>0$. Energies are in hartree, measured from the hybrid energy; lengths are counted in atoms. In the bulk,

$$EL_j=-wR_j-vR_{j-1},\qquad ER_j=-wL_j-vL_{j+1}.$$

With $L_j,R_j\propto e^{ikj}$ these give $EL=-(w+ve^{-ik})R$ and $ER=-(w+ve^{ik})L$. Multiplying them yields

$$E^2=v^2+w^2+2vw\cos k .$$

The gap therefore runs from $-\Delta$ to $\Delta$, with $\Delta=v-w$ and both edges at $k=\pi$. Inside it $k=\pi+i\kappa$, and amplitudes fall by $e^{-\kappa}$ per atom:

$$\cosh\kappa=\frac{v^2+w^2-E^2}{2vw}.\tag{1}$$

The defect is the central atom, $j=0$, whose hybrids have energy $U$. On each side follow $N$ atoms and one hydrogen orbital of energy $\varepsilon_H$, coupled by $-v_H$. The one-electron potential is held fixed as the cluster grows.

**Q:** How does the defect learn where the cluster ends?

**A:** Through a self-energy. Let $S_n(E)$ be the effect on a right hybrid of everything beyond it, when $n$ atoms and the hydrogen follow. For the central atom this means $-vL_1=S_NR_0$. Its own equation is $ER_0=UR_0-wL_0-vL_1$, and by mirror symmetry $L_0=\pm R_0$. Hence

$$E-U\pm w=S_N(E),\tag{2}$$

with the upper sign for even states.

The hydrogen equation $(E-\varepsilon_H)\psi_H=-v_HR_N$ gives the starting value $S_0=v_H^2/(E-\varepsilon_H)$. To add an atom, write

$$EL_1=-vR_0-wR_1,\qquad ER_1=-wL_1+S_{n-1}R_1 .$$

The second equation gives $R_1=-wL_1/(E-S_{n-1})$. Put into the first, it gives $L_1$ in terms of $R_0$, and so

$$S_n=\frac{v^2}{E-w^2/(E-S_{n-1})}=\frac{v^2(E-S_{n-1})}{E^2-w^2-ES_{n-1}}.\tag{3}$$

Hydrogen enters only through $S_0$. In Green-function language, $S_n$ is $v^2$ times the Green function of the side chain at its first hybrid.

**Q:** And the infinite crystal?

**A:** There, one more atom changes nothing, so $S_n=S_{n-1}=S$. Clearing the denominator in (3) gives

$$ES^2-(E^2+v^2-w^2)S+v^2E=0,\qquad S_\pm=\frac{E^2+v^2-w^2\pm D}{2E}.$$

Here $D^2=(E^2+v^2-w^2)^2-4E^2v^2$. Since $(E^2+v^2-w^2)^2-(v^2+w^2-E^2)^2=4v^2(E^2-w^2)$, this is also

$$D^2=(v^2+w^2-E^2)^2-4v^2w^2=4v^2w^2\sinh^2\kappa .$$

Thus $D=2vw\sinh\kappa$, $S_+-S_-=D/E$ and $S_+S_-=v^2$.

To see which root is the bulk, let $d(S)=E^2-w^2-ES$ and subtract (3) for two inputs $S$ and $T$. The numerator is

$$v^2[(E-S)d(T)-(E-T)d(S)]=v^2w^2(S-T),$$

because all other terms cancel. Taking $T$ as a fixed point gives

$$S_n-S_\pm=\frac{v^2w^2\,(S_{n-1}-S_\pm)}{d(S_{n-1})\,d(S_\pm)} .$$

The ratio $r_n=(S_n-S_+)/(S_n-S_-)$ therefore obeys $r_n=r_{n-1}d(S_-)/d(S_+)$. Inserting the roots,

$$d(S_\pm)=-\tfrac12(v^2+w^2-E^2\pm D)=-vw\,e^{\pm\kappa},$$

so that

$$r_N=r_0e^{-2\kappa N},\qquad S_N-S_+=\frac{r_N}{1-r_N}(S_+-S_-).\tag{4}$$

The bulk embedding self-energy is $S_+$, which the cluster approaches exponentially. The factor two in the exponent is the journey to the surface and back.

**Q:** I measure a level, not a self-energy. How far does the level move?

**A:** The bulk level $E_b$ satisfies $F(E)=E-U\pm w-S_+(E)=0$. In the cluster $F(E)=S_N-S_+$. To first order in the shift, $F'(E_b)\,\delta E=S_N-S_+$, and with $r_N\ll1$

$$\delta E\simeq Z\,(S_+-S_-)\,r_0\,e^{-2\kappa N},\qquad Z=\frac1{1-S_+'(E_b)},\tag{5}$$

all evaluated at $E_b$. Differentiating the quadratic equation for $S$ gives $S_+'=(2ES_+-S_+^2-v^2)/D$.

The factor $Z$ is the weight of the state on the defect atom. If $V$ couples $R_0$ to a side with Hamiltonian $H_s$, the side amplitudes are $(E-H_s)^{-1}VR_0$. Their squared norm is $R_0^2V^\dagger(E-H_s)^{-2}V=-S_+'R_0^2$. Normalizing both halves gives $2R_0^2(1-S_+')=1$, and $2R_0^2$ is the weight on the central atom.

**Q:** Why do I need the hydrogen at all, if any ending is forgotten exponentially?

**A:** Because an ending can bind a state of its own in the gap. If $S_0=S_-$ at some energy, the denominator of $r_0$ vanishes, and since $S_-$ is a fixed point of (3), $S_N=S_-$ for every $N$ at that energy. If that energy is $E_b$, formula (5) fails: the defect state mixes with the surface state, and the pair is split by an amount that falls only as $e^{-\kappa N}$. The root $S_-$ belongs to the solution that grows away from the defect, that is, to a state bound at the surface.

A bare end has $S_0=0$. As $E\to0$, $S_+\simeq(v^2-w^2)/E$, so $S_-=v^2/S_+\to0$: a long chain with a bare end has a dangling-bond state at $E=0$.

Hydrogen removes it if its bond is strong enough. In the gap $S_+S_-=v^2$ and $|S_-|<|S_+|$, hence $|S_-|<v$. Also $|S_0|>v_H^2/(\Delta+|\varepsilon_H|)$. A sufficient condition for a long chain to have no end state in the gap is therefore

$$v_H^2>v(\Delta+|\varepsilon_H|).\tag{6}$$

The sign of $\delta E$ also depends on the ending. For $E_b>0$ the level rises if $S_0>S_+$ and falls if $S_-<S_0<S_+$. If $S_0=S_+$ at $E_b$, hydrogen replaces the missing crystal perfectly at that energy.

**Q:** Is the exponential special to a chain?

**A:** The boundary argument is general for a fixed one-electron Hamiltonian. Let $\Delta\Sigma$ be the hydrogen self-energy minus that of the removed crystal; it acts only on boundary orbitals. Near the level the bulk Green function in the cluster region is $G=\psi\psi^\dagger/(E-E_b)+G_r$, with $G_r$ regular. A cluster state $\phi$ obeys $\phi=G\,\Delta\Sigma\,\phi$, or

$$(1-G_r\Delta\Sigma)\phi=\psi\,\frac{\psi^\dagger\Delta\Sigma\,\phi}{E-E_b}.$$

Solve for $\phi$, multiply by $\psi^\dagger\Delta\Sigma$, and cancel the common number $\psi^\dagger\Delta\Sigma\,\phi$:

$$E-E_b=\psi^\dagger\Delta\Sigma\,(1-G_r\Delta\Sigma)^{-1}\psi .$$

Both factors of $\psi$ are evaluated at the boundary. If $\psi$ decays as $e^{-\kappa r}$, apart from powers of $r$, the shift carries $e^{-2\kappa R}$, where $R$ is the distance to the surface. The inverse must stay moderate, which fails when a surface state lies near the level.

**Q:** Then why do the band edges not profit from the same exponential?

**A:** At an edge $\kappa=0$, so the damping is gone. Consider the conduction edge of the cluster without the defect. At $E=\Delta$ the bulk equations allow an alternating wave with a linear envelope. Setting $R_j=(-1)^jC(x-j)$ in the equation for $L_j$ gives

$$\Delta\,L_j=(-1)^jC[-w(x-j)+v(x-j+1)],$$

hence $L_j=(-1)^jC(x-j+v/\Delta)$. The equation for $R_j$ is then satisfied too.

The last atom obeys $\Delta R_N=-wL_N+S_0R_N$, so $L_N/R_N=(S_0-\Delta)/w$. Let $y=x-N$ be the distance by which the node of $R$ lies beyond the last atom. Then $1+v/(\Delta y)=(S_0-\Delta)/w$, and since $\Delta+w=v$,

$$y=\frac{vw}{\Delta(S_0-v)},\qquad S_0=\frac{v_H^2}{\Delta-\varepsilon_H}.$$

The node of $L$ on the right lies at $N+y+v/\Delta$. By mirror symmetry its node on the left lies at $-(N+y)$. In a large cluster the lowest state fits half a wave between them, so its wave number measured from $\pi$ is $q=\pi/\ell$, with $\ell=2N+2y+v/\Delta$. The bands give $E^2\simeq\Delta^2+vwq^2$, and the outward edge shift is

$$\eta\simeq\frac{vw}{2\Delta}\left(\frac{\pi}{\ell}\right)^2.\tag{7}$$

For the valence edge, reverse the signs of $E$, $\varepsilon_H$, all $L_j$ and the right hydrogen amplitude. The right-hand equations used here keep their form, so (7) holds with $S_0=v_H^2/(\Delta+\varepsilon_H)$.

**Q:** What does this do to the depth I report?

**A:** Let $\eta_c$ and $\eta_v$ be the outward shifts of the two edges in a cluster of the same size without the defect. In the example below, edges read from the defect cluster itself are less suitable still, because the defect also scatters the band states: for $N=12$ they lie 8.7 (conduction) and 7.6 (valence) millihartree outside the bulk edges, against 1.7 and 1.9 without the defect. Measured from the edges of the defect-free cluster, the distances of the level are

$$E_c^{cl}-E_d^{cl}=(\Delta-E_b)+\eta_c-\delta E,$$
$$E_d^{cl}-E_v^{cl}=(\Delta+E_b)+\eta_v+\delta E.\tag{8}$$

Once $\delta E$ is negligible, both are too large by the edge shifts. The level looks too deep from whichever edge you count, although it has hardly moved.

**Q:** Please put numbers in.

**A:** I take round parameters: $v=0.15$, $w=0.10$, $U=-0.30$, $\varepsilon_H=-0.02$, $v_H=0.16$, all in hartree. Then $\Delta=0.05$, and the gap is 0.100 hartree (2.72 eV). Condition (6) holds, since $0.0256>0.15\times0.07=0.0105$.

Solving $F(E)=0$ numerically gives an even level at $E_b=0.02762$, which is 0.02238 below the conduction edge, and an odd one at 0.04271, only 0.00730 below it. Equation (1) gives $\kappa=0.339$ and $0.212$ per atom respectively.

For the deeper level $S_+=0.4276$, $S_-=0.0526$ and $Z=0.0539$. Only about 5% of the state is on the defect atom. Beyond it the weight per atom falls by $e^{-2\kappa}=0.51$ from one atom to the next, so the two neighbouring atoms together hold $(1-Z)(1-e^{-2\kappa})\simeq47\%$, and the rest lies farther out. Hydrogen supplies $S_0=0.0256/0.0476=0.538$, so $r_0=0.227$. For $N=6$, equation (5) gives

$$\delta E\simeq0.0539\times0.375\times0.227\times e^{-4.06}=7.9\times10^{-5}.$$

A bare end would have $r_0=S_+/S_-=8.13$: the same exponential with a prefactor 36 times larger, besides two dangling-bond states in the gap.

For the conduction edge $S_0=0.0256/0.07=0.366$ and $y=1.39$, hence $\ell=2N+5.78$. At $N=6$ the edge shift is $0.15(\pi/17.78)^2=0.0047$, some sixty times the level shift.

Numerical diagonalization of the whole chains gives the following values, in millihartree. The edges are those of the cluster without the defect, and the last column is the distance of the deeper level from that conduction edge.

| $N$ | $\delta E$, deeper | $\delta E$, shallower | $\eta_c$ | $\eta_v$ | depth |
|---|---|---|---|---|---|
| 3 | 0.660 | 3.09 | 10.5 | 13.9 | 32.3 |
| 6 | 0.0799 | 0.676 | 4.60 | 5.63 | 26.9 |
| 12 | 0.00135 | 0.0472 | 1.65 | 1.88 | 24.0 |
| 24 | $4.0\times10^{-7}$ | $2.9\times10^{-4}$ | 0.510 | 0.548 | 22.9 |

The bulk depth is 22.4 millihartree, or 0.609 eV. The cluster with $N=3$ reports 0.878 eV, too much by 44% of the bulk value; $N=12$ still reports 0.654 eV. For $N=12$, equation (8) reads $22.38+1.65-0.001=24.03$.

From $N=6$ to $N=12$ the deeper level's error falls by a factor of 59, the conduction edge's by 2.8. To make the conduction edge of the defect-free cluster as accurate as the deeper level already is at $N=6$, (7) demands $\ell=\pi\sqrt{0.15/(7.99\times10^{-5})}\simeq136$, or $N\simeq65$. That is 131 atoms instead of 13.

**Q:** The shallower level is not so well behaved at $N=3$.

**A:** It moves by 3.09 millihartree, which is 42% of its bulk depth. Here $\kappa N=0.64$, so the state still feels the surface strongly. Its apparent depth is $7.30+10.54-3.09=14.75$ millihartree, twice the bulk value, but the excess is no longer nearly the whole edge shift.

The trend follows from (1). Near the conduction edge, at depth $\epsilon=\Delta-E_b$, we have $\cosh\kappa-1\simeq\kappa^2/2$ and $\Delta^2-E_b^2\simeq2\Delta\epsilon$, so

$$\kappa\simeq\sqrt{\frac{2\Delta\epsilon}{vw}}.$$

As the level approaches the edge, $\kappa\to0$, and the cluster needed to keep the error below a given small fraction of the depth $\epsilon$ grows without limit. In this model $\kappa$ is largest at midgap, where (1) gives $e^\kappa=v/w$. The useful criterion is $\kappa R$ well above one, not the word "deep".

Formula (5) is also a leading-order result. At $N=3$ it gives 0.601 millihartree for the deeper level, 9% below the diagonalized shift.

**Q:** My clusters are three-dimensional. Does the contrast survive?

**A:** It does in a case that can be worked out: a simple cubic lattice with one band, neighbour coupling $-h$, and a potential $U$ on the central site of a cube. The cube has $2N+1$ sites per side and hard walls. A bound state obeys $\psi(0)=G(0)U\psi(0)$, so $UG(0)=1$, where $G(\mathbf d)$ is the defect-free Green function between sites separated by $\mathbf d$.

The wave must vanish on planes $N+1$ sites from the centre. Image sources of alternating sign achieve this. The nearest six are negative and lie at distance $2N+2$. Keeping those,

$$G_{cl}(0)\simeq G(0)-6\,G(2N+2,0,0).$$

The product $UG_{cl}(0)$ must remain one, so $G'(0)\,\delta E=6\,G(2N+2,0,0)$. Below the band $(E-H_0)^{-1}=-\int_0^\infty e^{(E-H_0)t}dt$, and each lattice direction contributes a modified Bessel function:

$$G(d,0,0)=-\int_0^\infty e^{Et}I_d(2ht)\,I_0(2ht)^2\,dt .$$

Both $G$ and its energy derivative $G'(0)$ are negative, so

$$\delta E\simeq\frac{6\,|G(2N+2,0,0)|}{|G'(0)|}>0 .$$

Along an axis the decay constant follows from $E=-2h(\cosh\kappa+2)$. The band bottom moves from $-6h$ to $-6h\cos[\pi/(2N+2)]$, a rise of about $3h[\pi/(2N+2)]^2$.

For $h=0.02$, $U=-0.12$ and $N=5$, numerical integration and root finding put the bulk level 0.0221 hartree below the band. Then $\cosh\kappa=1+0.0221/0.04=1.55$ and $\kappa\simeq1.0$. The image formula gives a level shift of $1.28\times10^{-7}$; diagonalizing the cube gives $1.27\times10^{-7}$. The band bottom of the cube without the defect rises by 0.0041, so the depth measured from it is 0.0262, too large by 19% of the bulk depth.

**Q:** How should I report the level, then?

**A:** Take the level from the cluster and the edges from a bulk calculation with the same Hamiltonian or functional. If $\bar V$ is the average potential in a bulk-like region, the depth below the conduction edge is

$$(E_c^{bulk}-\bar V^{bulk})-(E_d^{cl}-\bar V^{cl}).$$

The alignment matters because a closed, uniform surface dipole layer shifts the interior potential rigidly. That offset cancels from distances within the cluster, but not when cluster and bulk are compared.

**Q:** Does the fast convergence also hold when I obtain the level by removing an electron and subtracting total energies?

**A:** Not without a correction, because the charged cluster has a long-range field. For a unit charge at the centre of a sphere of radius $R$ and dielectric constant $\varepsilon$, the displacement field is $1/r^2$ and the energy density is $1/(8\pi\varepsilon r^4)$. Replacing the outer crystal by vacuum adds

$$\int_R^\infty\frac{1-1/\varepsilon}{8\pi r^4}\,4\pi r^2\,dr=\frac{1-1/\varepsilon}{2R}.$$

For $R=20$ bohr and $\varepsilon=10$ this is $0.9/40=0.0225$ hartree, or 0.61 eV. If the neutral defect loses an electron, the level $E(0)-E(+)$ is lowered by this amount. If it gains one, $E(-)-E(0)$ is raised by it. This error falls only as $1/R$, more slowly than the confinement of the edges, and must be removed separately. The exponential law concerns one-electron levels in a fixed, aligned potential.
